Suppression of peroxodisulfate reduction by a negative reaction-plane potential

**Problem**

The first step in the reduction of peroxodisulfate at an electrode is

S₂O₈²⁻ + e⁻ → SO₄²⁻ + SO₄•⁻

The electron is transferred while the ion sits at a reaction plane close to the metal. The mean electric potential there, relative to the bulk solution, is φ₂ = −60 mV. The transfer coefficient is α = 1/2 and the temperature is 298.15 K.

(a) At fixed electrode potential E and fixed bulk concentration, by what factor is the first electron-transfer rate smaller than it would be with φ₂ = 0?

(b) How far must E be moved to restore the original rate, if φ₂ stays at −60 mV?

(c) Obtain the exponent of part (a) again from a picture of crossing energy curves, and find how well a constant α = 1/2 holds in that picture.

(d) The rate constant at φ₂ = 0 is 0.01 cm/s at the chosen E. The solution holds 0.1 mM peroxodisulfate and 10 mM of a 1:1 supporting salt. The diffusivity is D = 1×10⁻⁵ cm²/s and the diffusion layer is δ = 10 µm thick. By what factor does the current fall?

(e) Which assumptions matter most for a real electrode?

**Conventions and assumptions**

The reduction rate is counted positive. E is measured against a reference electrode in the bulk solution, so a change of E is an equal change of the metal's potential relative to the bulk. The reverse reaction is neglected, and the first electron transfer limits the kinetics. Reactant and products sit at the same plane and feel the same mean potential φ₂. There is no specific adsorption and, until part (e), no ion pairing. In parts (a), (b) and (d), α and the intrinsic rate constant do not depend on φ₂.

The reactant charge number is z = −2. It is convenient to write

ψ₂ = Fφ₂/(RT).

With RT/F = 25.693 mV, this is ψ₂ = −60/25.693 = −2.3353.

**Solution (a): two effects of one potential**

The first effect is on concentration. If the reaction is slow enough, the ions at the plane are in equilibrium with those in the bulk, and their electrochemical potentials are equal:

μ° + RT ln c₂ + zFφ₂ = μ° + RT ln c_b.

Here c₂ and c_b are the concentrations at the plane and in the bulk, and activity coefficients are taken as equal. Solving for c₂ gives

c₂ = c_b exp(−zψ₂).

For z = −2 the factor is exp(2ψ₂) = exp(−4.671) = 0.00937. The negative plane repels the dianion, and this alone lowers the rate 106.8 times.

The second effect is on the driving force. The electron passes from the metal to the reaction plane, not to the bulk, so the potential difference that drives it is E − φ₂. The rate constant at the plane is therefore

k_p = A exp[−αF(E − φ₂)/(RT)],

where A does not depend on E or φ₂. At fixed E this contains the factor

exp(+αψ₂) = exp(−1.168) = 0.3111.

The sign can be read physically. A negative φ₂ raises E − φ₂, which weakens the drive for reduction. This alone lowers the rate 3.21 times.

The rate is k_p c₂. Referred to the bulk concentration, it defines a rate constant k = k_p c₂/c_b, so the two factors multiply:

k(φ₂)/k(0) = exp(−zψ₂) exp(αψ₂) = exp[(α − z)ψ₂].

This is the Frumkin correction. For the present ion α − z = 1/2 + 2 = 5/2, and

k(φ₂)/k(0) = exp(2.5 × (−2.3353)) = exp(−5.838) = 0.00291.

The first electron-transfer rate is suppressed **about 343 times**. Some 0.29 percent of the rate remains.

Other charges show what the sign of α − z does. For a neutral reactant, z = 0, there is no repulsion and the weaker drive alone acts: the rate falls 3.21 times. For a singly charged cation, z = +1, the exponent is −ψ₂/2, which is positive here. Attraction then outweighs the loss of drive, and the rate rises 3.21 times. As φ₂ → 0 the ratio tends to 1 for every charge.

**Solution (b): restoring the rate**

Let E change by ΔE while φ₂ is held fixed. The logarithm of the rate then gains −αFΔE/(RT). To cancel the suppression we need

(α − z)Fφ₂/(RT) − αFΔE/(RT) = 0,

and hence

ΔE = (α − z)φ₂/α = 5φ₂ = −300 mV.

The shift is five times φ₂ because E acts on the rate through α = 1/2, whereas φ₂ acts through α − z = 5/2. Holding φ₂ fixed is a condition of this comparison. If φ₂ also becomes more negative as E does, the move is less effective and can even backfire: at constant α, the rate falls as E becomes more negative whenever φ₂ changes by more than α/(α − z) = 1/5 of the change in E. The dilute salt of part (d) can put an electrode in this regime. With an inner-layer capacitance C_H in series with the diffuse-layer capacitance C_d, dφ₂/dE = C_H/(C_H + C_d). In 10 mM salt at −60 mV the Gouy–Chapman model gives C_d ≈ 40 µF/cm², so C_H = 18 µF/cm² gives 0.31, above 1/5. A small negative shift of E then lowers the rate, and −300 mV is not the shift such an electrode would need.

**Solution (c): the energy of the transition state**

Let q be a coordinate that describes the rearrangement of the ion and its surroundings, with q = 0 for the relaxed reactant and q = 1 for the relaxed products. Take parabolas of equal curvature, with reorganization energy λ. This is a simplification, because the O–O bond breaks in this step. If the bond is described by a Morse curve for the reactant and by the repulsive part of that curve for the products, the barrier keeps the same quadratic form, with the bond energy included in λ. Energies are measured from the reactant in the bulk plus an electron in the metal, and e is the elementary charge:

U_i(q) = λq² + zeφ₂

U_f(q) = λ(q − 1)² + (z − 1)eφ₂ + G.

The products together carry the charge number z − 1 = −3, which fixes the second electrostatic term. G is the reaction energy when φ₂ = 0, and it is constant at fixed E. The reaction energy at the plane is the difference of the two minima:

ΔG = (z − 1)eφ₂ + G − zeφ₂ = G − eφ₂.

At the crossing U_i = U_f, so

λq² = λ(q² − 2q + 1) + ΔG, which gives q = (λ + ΔG)/(2λ).

Inserting this q in U_i gives the barrier

U‡ = zeφ₂ + (λ + ΔG)²/(4λ).

The transfer coefficient is the slope of the barrier with respect to the reaction energy:

α = ∂U‡/∂G = (1/2)(1 + ΔG/λ).

It equals one half when ΔG = 0. Expansion of the square gives the exact form

U‡ = λ/4 + zeφ₂ + (G − eφ₂)/2 + (G − eφ₂)²/(4λ).

The last term is small near ΔG = 0. If it is dropped, the part that depends on φ₂ is (z − 1/2)eφ₂. The rate varies as exp[−U‡/(k_BT)], where k_B is Boltzmann's constant, and e/(k_BT) = F/(RT). The ratio is therefore exp[(1/2 − z)ψ₂], as in part (a).

The last term measures the drift of α. Choose G = 0, so that α = 1/2 at φ₂ = 0, and take a round value λ = 2 eV. The extra barrier is (0.060 eV)²/(8 eV) = 0.00045 eV. The suppression becomes 349 times instead of 343, a change of 1.8 percent relative to the constant-α result. The restoring shift of part (b) is more sensitive, because it covers a wider range of energy: it becomes −316 mV instead of −300 mV.

**Solution (d): from rate to current**

A current also depends on how fast the reactant arrives. Let x be the distance from the reaction plane, and let ψ(x) be the local potential in units of RT/F. The steady flux J towards the electrode, by diffusion and migration, is

J = D(dc/dx + zc dψ/dx).

Multiplication by exp(zψ) turns the bracket into a single derivative:

d[c exp(zψ)]/dx = (J/D) exp(zψ).

Integrate from the plane to x = δ, where c = c_b and ψ = 0:

c_b − c₂ exp(zψ₂) = (J/D)(δ + I), with I = ∫[exp(zψ) − 1]dx.

With reaction at the plane, J = k_p c₂. Part (a) gave k = k_p exp(−zψ₂), so c₂ exp(zψ₂) = J/k. Therefore

J/c_b = 1/[1/k + (δ + I)/D].

The length I is the extra path that the repulsive diffuse layer adds. In the Gouy–Chapman model for the 10 mM salt, with relative permittivity 78.4, the Debye length is λ_D = 3.04 nm. The small contribution of peroxodisulfate to the screening is neglected (it would shorten I by about 1 percent). So is the weak field outside the diffuse layer, which for equal diffusivities would lower the current without φ₂ by less than 1 percent. With u = −ψ, the potential obeys du/dx = −(2/λ_D) sinh(u/2). Changing the variable from x to u gives, for z = −2 and y = −ψ₂,

I = λ_D ∫₀^y (e^{2u} − 1)/[2 sinh(u/2)] du.

Since e^{2u} − 1 = 2e^u sinh u = 4e^u sinh(u/2) cosh(u/2), the integrand reduces to 2e^u cosh(u/2) = e^{3u/2} + e^{u/2}. Hence

I = λ_D[(2/3)(e^{3y/2} − 1) + 2(e^{y/2} − 1)] = 79 nm.

This is small beside δ = 10 µm. The term kI/D, with k = 2.914×10⁻⁵ cm/s, is about 0.002 percent. The equilibrium assumed in part (a) is therefore well satisfied across the diffuse layer in this example.

Now compare the resistances to the flux. Diffusion contributes δ/D = 10⁻³ cm/(10⁻⁵ cm²/s) = 100 s/cm. Without φ₂ the reaction contributes 1/0.01 = 100 s/cm as well, so diffusion halves the current. With φ₂ the reaction contributes about 34,300 s/cm, and diffusion hardly matters.

Counting the first electron only, the kinetic current density is Fkc_b. With c_b = 10⁻⁷ mol/cm³, the results are:

- Without φ₂: 96.5 µA/cm² from kinetics alone, 48.2 µA/cm² with diffusion.
- With φ₂: 0.281 µA/cm² from kinetics alone, 0.280 µA/cm² with diffusion.

The current falls 172 times, although the kinetic rate falls 343 times. The current must be corrected for diffusion before it is used to find the Frumkin factor. If a second electron follows rapidly in both cases, both currents double and their ratio is unchanged.

**Solution (e): the real electrode**

The example describes a smooth electrode in dilute salt, without specific adsorption. If the reaction plane is the inner edge of a Gouy–Chapman layer, −60 mV corresponds to an electrode charge of −1.7 µC/cm², a modest value. The rate constant and the diffusion-layer thickness are round model values. Peroxodisulfate baths for etching copper are a different regime: they are far more concentrated, so neither the value −60 mV nor the dilute-layer model should be carried over to them.

The assumption α = 1/2 is questionable for this ion. Peroxodisulfate is a strong oxidant, and its reduction can have a large driving force. In the parabolic model with λ = 2 eV, a reaction energy G = −0.8 eV gives α = 0.30 at φ₂ = 0, and the suppression is then 219 times. The value −0.8 eV is a model choice, and the drive at a negatively charged electrode can be larger: G = −1.7 eV gives α = 0.075 and a suppression of 129 times, approaching the 107 of repulsion alone. Much of the effect survives because repulsion, which does not involve α, supplies the larger factor. These figures use a single electronic level; summing over the Fermi distribution of the metal raises 219 to about 225 and 129 to about 142.

Ion pairing can matter as much. Suppose that 10 percent of the reactant is paired with a singly charged cation, and that the pair has the same intrinsic rate constant. The pair has z = −1, so its own rate falls only 33.2 times. The total remaining rate is

0.9 × 0.002914 + 0.1/33.2 = 0.00563,

a suppression of about 178 times. The minority species then carries slightly more than half of the remaining rate.

The value of φ₂ must also be known well. At −55 mV the suppression is 211 times and at −65 mV it is 558 times, so an error of 5 mV changes the answer by a factor of about 1.6. If φ₂ is held at −60 mV and the temperature is 323.15 K, the suppression is 218 times, because the same electrostatic energy is smaller relative to RT.

The figure of 343 therefore belongs to the stated model. The variations considered here, taken one at a time, give suppressions from about 130 to 560 times. Acting together they can leave this range: with φ₂ = −55 mV, G = −0.8 eV and 10 percent pairing, the parabolic model with λ = 2 eV gives only about 80 times. For a real electrode with a nominal φ₂ of −60 mV, the model therefore gives a rough size of the effect, not a value with three significant figures.

Calculated quantities

```
Temperature: 298.15 K
Thermal voltage RT/F: 25.693 mV
Reactant charge number: -2
Transfer coefficient: 0.50
Reaction-plane potential: -60.0 mV
F phi2/(RT): -2.3353
Total exponent: -5.8383
Concentration factor: 0.00937
Suppression by repulsion alone: 106.8 times
Driving-force factor: 0.3111
Suppression by lost drive alone: 3.21 times
Rate ratio, with/without phi2: 0.002914
MAIN RESULT, rate suppression: 343.2 times
Rate remaining: 0.291 percent
Decades of suppression: 2.536
Ratio from energy curves and transport: 0.002914
Restoring electrode shift: -300.0 mV
Supporting salt: 10.0 mM
Peroxodisulfate: 0.10 mM
Relative permittivity: 78.4
Debye length: 3.040 nm
Diffuse-layer electrode charge: -1.703 uC/cm2
Diffusivity: 1.0e-05 cm2/s
Diffusion-layer thickness: 10.0 um
Rate constant without phi2: 0.0100 cm/s
Rate constant with phi2: 2.914e-05 cm/s
Kinetic current without phi2: 96.49 uA/cm2
Kinetic current with phi2: 0.2811 uA/cm2
Current with diffusion, no phi2: 48.24 uA/cm2
Current with diffusion and phi2: 0.2803 uA/cm2
Suppression of diffusion-affected current: 172.1 times
Extra diffuse-layer path: 78.75 nm
Diffuse-layer transport correction: 0.00229 percent
Model reorganization energy: 2.00 eV
Suppression with curved barrier: 349.2 times
Restoring shift with curved barrier: -316.4 mV
Strong-drive reaction energy: -0.80 eV
Transfer coefficient at strong drive: 0.300
Suppression at strong drive: 218.9 times
Suppression at -55 mV: 211.0 times
Suppression at -65 mV: 558.2 times
Suppression at 323.15 K: 218.5 times
Assumed paired fraction: 10.0 percent
Suppression for paired ion alone: 33.2 times
Suppression with paired fraction: 177.5 times
```
